# Why the Verlet Modified Hamiltonian Diverges, and What Optimal Truncation Leaves

**Q.** I am told that velocity Verlet follows a "modified Hamiltonian" rather than the true one. For a pendulum, what is that object?

**A.** Take $H=T+V$ with $T=p^2/2$ and $V=-\cos q$, all quantities dimensionless. One Verlet step $\Phi_h$ is a half kick $p\to p-\tfrac h2\sin q$, a drift $q\to q+hp$, and another half kick. Each piece is the flow of $V$ or of $T$. Define
$$L_Fg=\{g,F\}=g_qF_p-g_pF_q .$$
Then $g$ evaluated after time $t$ under the Hamiltonian $F$ is $e^{tL_F}g$, and
$$g\circ\Phi_h=e^{hL_V/2}e^{hL_T}e^{hL_V/2}g .$$
The Jacobi identity gives $[L_F,L_G]=L_{L_FG}$, so commutators of such operators are again of this type. The Baker–Campbell–Hausdorff series, built from commutators, therefore writes the product as $e^{hL_{\tilde H}}$ with $\tilde H=H+h^2H_2+h^4H_4+\dots$. This is an identity between power series in $h$; nothing yet says that the series has a sum.

**Q.** Then give me terms, not just their existence.

**A.** Scale the potential by $\varepsilon$. With $A=hL_T$ and $B=hL_V$, let $e^{Z}=e^{\varepsilon B/2}e^{A}e^{\varepsilon B/2}$, and write $\mathrm{ad}\,X=[Z,X]$. Differentiating the product gives
$$\frac{d}{d\varepsilon}e^Z=\tfrac12(Be^Z+e^ZB)=\tfrac12\big[(1+e^{\mathrm{ad}})B\big]e^Z ,$$
because $e^ZBe^{-Z}=e^{\mathrm{ad}}B$. Differentiating the exponential gives
$$\frac{d}{d\varepsilon}e^Z=\int_0^1e^{sZ}Z'e^{-sZ}ds\;e^Z=\Big[\frac{e^{\mathrm{ad}}-1}{\mathrm{ad}}Z'\Big]e^Z .$$
Equating the brackets,
$$Z'=\frac{\mathrm{ad}}2\coth\frac{\mathrm{ad}}2\,B=B+\tfrac1{12}\mathrm{ad}^2B-\tfrac1{720}\mathrm{ad}^4B+\dots$$
Since $Z=hL_{\tilde H}$, this means
$$\frac{d\tilde H}{d\varepsilon}=V+\frac{h^2}{12}L_{\tilde H}^2V-\frac{h^4}{720}L_{\tilde H}^4V+\dots$$
Only even powers of $h$ arise. Write $s=\sin q$, $c=\cos q$ and $L_0=L_{T+\varepsilon V}$. Then $L_0V=ps$ and $L_0^2V=p^2c-\varepsilon s^2$. Dividing by 12 and integrating over $\varepsilon$ from 0 to 1,
$$H_2=\frac{p^2\cos q}{12}-\frac{\sin^2q}{24}.$$

**Q.** The next term must feed $H_2$ back into the brackets.

**A.** Yes. At intermediate $\varepsilon$, $H_2=\varepsilon p^2c/12-\varepsilon^2s^2/24$; call its operator $L_2$. The $h^2$ part of $L_{\tilde H}^2V$ is $L_0L_2V+L_2L_0V$, where
$$L_0L_2V=L_0\frac{\varepsilon psc}{6}=\frac{\varepsilon p^2(c^2-s^2)}6-\frac{\varepsilon^2s^2c}6,$$
$$L_2(ps)=\frac{\varepsilon p^2c^2}6+\frac{\varepsilon p^2s^2}{12}+\frac{\varepsilon^2s^2c}{12}.$$
Their sum is $\varepsilon p^2(\tfrac13c^2-\tfrac1{12}s^2)-\tfrac1{12}\varepsilon^2s^2c$. Two more applications of $L_0$ to $L_0^2V$ give
$$L_0^3V=-p^3s-4\varepsilon psc,$$
$$L_0^4V=-p^4c+\varepsilon p^2(7s^2-4c^2)+4\varepsilon^2s^2c .$$
One twelfth of the sum minus $L_0^4V/720$ is
$$\frac{p^4c}{720}+\varepsilon p^2\Big(\frac{c^2}{30}-\frac{s^2}{60}\Big)-\frac{\varepsilon^2s^2c}{80},$$
and the integral over $\varepsilon$ is
$$H_4=\frac{p^4c}{720}+p^2\Big(\frac{c^2}{60}-\frac{s^2}{120}\Big)-\frac{s^2c}{240}.$$
The same recursion, continued in exact rational arithmetic on a computer, gives
$$\begin{aligned}H_6={}&\frac{p^6\cos q}{30240}+p^4\Big(\frac1{4032}+\frac{3\cos2q}{2240}\Big)\\&+p^2\,\frac{11\cos q+37\cos3q}{13440}\\&+\frac1{8960}-\frac{\cos2q}{4032}+\frac{11\cos4q}{80640}.\end{aligned}$$

**Q.** The coefficients $1/12,\,1/720,\,1/30240$ shrink fast. This looks convergent.

**A.** Those coefficients belong to the part linear in $V$, which does converge at small $hp$. Sort the terms by the number $n$ of factors of $V$. A term of order $h^k$ has $k$ brackets and $k+1$ factors, of which $k+1-n$ are $p^2/2$. Each bracket removes one power of $p$, so the power left is $m=2(k+1-n)-k=k+2-2n$. With $P=hp$ and $K=h^2$, therefore,
$$h^2\tilde H=\frac{P^2}2+\sum_{n\ge1}K^nS_n(q,P).$$
For $n=1$ the operator $\mathrm{ad}$ acts as $P\partial_q$, and $S_1=-\cos q\,\tfrac P2\cot\tfrac P2$, with radius of convergence $2\pi$ in $P$. The trouble is that the radii shrink as $n$ grows.

**Q.** Before you show that, what would shrinking radii contradict?

**A.** They contradict a geometric bound on the terms. Suppose that for some $R>0$ there were constants with $|H_k|\le CA^k$ for real $q$, real $|p|\le R$ and every $k$. For $k\ge2$, $H_k$ is a polynomial in $p$ of degree at most $k$. Put $p=\tfrac R2(w+1/w)$. Then $w^{-k}H_k$ is analytic for $|w|>1$, including infinity, and bounded by $CA^k$ on $|w|=1$, so the maximum principle gives $|H_k|\le CA^k|w|^k$. On the complex disc $|p|\le R$ one can take $|w|\le1+\sqrt2$. Cauchy's estimate then bounds the coefficient of $p^m$ by $C[A(1+\sqrt2)]^kR^{-m}$. At fixed $n$, $k=m+2n-2$, so every $S_n$, and each of its Fourier coefficients in $q$, would be analytic in one common disc $|P|<\rho=R/[A(1+\sqrt2)]$.

**Q.** And why can they not all share a disc?

**A.** Look at the highest harmonic, $\sigma_n(P)e^{inq}$ in $S_n$. It needs $n$ factors $e^{iq}$, so it is the same as for the potential $V_+=-\tfrac12e^{iq}$ alone. Subtracting successive drifts of Verlet gives $q_{j+1}-2q_j+q_{j-1}=-h^2V_+'(q_j)=\tfrac{iK}2e^{iq_j}$. Seek orbits on which $\theta$ advances by $\omega$ per step:
$$q=\theta-i\sum_{n\ge1}a_ne^{in\theta}.$$
The second difference multiplies $e^{in\theta}$ by $2\cos n\omega-2=-4\sin^2(n\omega/2)$. Matching harmonics, with $z=e^{i\theta}$ and $[\cdot]_{n-1}$ the coefficient of $z^{n-1}$,
$$4\sin^2\frac{n\omega}2\;a_n=\frac K2\Big[\exp\sum_ja_jz^j\Big]_{n-1}.$$
At $\omega=2\pi/n$ the numbers $a_1,\dots,a_{n-1}$ are finite and positive, since $\sin(\pi j/n)\ne0$. The right side is then positive while the left side is zero. No such orbit exists through order $K^n$.

**Q.** That is a statement about orbits of the map. How does it reach the Hamiltonian?

**A.** Suppose $\sigma_1,\dots,\sigma_n$ were all analytic in a disc $|P|<\rho$ with $\rho>2\pi/n$. In the time $t/h$, the flow is
$$\dot q=P+\sum_jK^j\sigma_j'e^{ijq},\qquad \dot P=-i\sum_jjK^j\sigma_je^{ijq}.$$
Expanded in $K$, its unit-time map has coefficients analytic in that disc. They agree with those of Verlet near $P=0$, hence throughout it. Now solve the flow with $\theta$ advancing at the rate $\omega$ and with corrections $K^ju_je^{ij\theta}$ to $q$ and $K^jv_je^{ij\theta}$ to $P=\omega$. Order $K^j$ reads
$$ij\omega v_j=\text{known},\qquad ij\omega u_j-v_j=\text{known},$$
where "known" involves lower orders. The divisors $j\omega$ do not vanish at $\omega=2\pi/n$, so the flow supplies the orbit that the map forbids.

Thus, for every $n$, some $\sigma_j$ with $j\le n$ has radius at most $2\pi/n$. Taking $n>2\pi/\rho$ contradicts the common disc. The supremum of $|H_k|^{1/k}$ over any strip $|p|\le R$ is unbounded in $k$, and for no $h>0$ does the series converge uniformly there. This leaves open whether it converges at special points.

Physically, $hp=2\pi/n$ means that the rotor turns by $1/n$ of a revolution per step. The step resonates with the rotation, and a smooth time-independent flow has no such resonance. Ratios of successive Taylor coefficients, from the recursion with $V_+$ through $h^{40}$, give radii 6.283, 3.142, 2.094 and 1.571 for $n=1$ to 4, close to $2\pi/n$.

**Q.** Does every Verlet series diverge, then?

**A.** No. For $V=q^2/2$ the step is the matrix
$$\begin{pmatrix}1-h^2/2&h\\-h(1-h^2/4)&1-h^2/2\end{pmatrix}=\cos\theta\,I+\frac{\sin\theta}\theta\,hG,$$
where $\cos\theta=1-h^2/2$ and $G$ is the traceless generator of the modified flow. The upper right entry gives $\partial_p^2\tilde H=G_{12}=\theta/\sin\theta$, and the lower left one gives $\partial_q^2\tilde H=(1-h^2/4)\,\theta/\sin\theta$. With $\theta=2\arcsin(h/2)$ both are analytic for $|h|<2$, so the series converges up to the stability limit.

The pendulum has the same quadratic part at its rest point: $H$ has no linear part there, and a bracket of terms of degrees $a$ and $b$ has degree $a+b-2$, so quadratic terms come from quadratic terms. At $h=0.5$ the pendulum terms through $h^{26}$ sum to $\partial_p^2\tilde H=1.043868$, as does $\theta/\sin\theta$. The linearized motion does not reveal the divergence, but the anharmonic terms do: at $q=0$, ratios of successive coefficients through $h^{36}$ give radii in $h$ of 1.41, 1.00 and 0.76 for the $p^4$, $p^6$ and $p^8$ terms, close to $2\sin(\pi/m)$ for $p^m$.

**Q.** If the series has no sum, why should a truncation be exponentially good? Each order could have an enormous constant.

**A.** The constants grow, but no faster than a factorial times a geometric factor, and this can be proved for analytic maps. Let $D_r$ be the set of complex points within distance $r$ (largest component) of the real region of interest. Assume that $\Phi_h$ is analytic and $|\Phi_h(y)-y|\le M|h|$ on $D_R$ for complex $|h|\le R/(6M)$.

Let $\Delta g=g\circ\Phi_h-g$. Since $1+\Delta=e^{hL_{\tilde H}}$ formally, the modified vector field $\tilde f=(\tilde H_p,-\tilde H_q)=\sum_kh^{k-1}g_k$ obeys
$$h\tilde f=\log(1+\Delta)\,\mathrm{id}=\sum_{m\ge1}\frac{(-1)^{m-1}}m\Delta^m\mathrm{id}.$$
Because $\Delta^m\mathrm{id}=O(h^m)$, the first $N$ terms of this sum fix $g_1,\dots,g_N$.

Choose $N$, set $\delta=R/(6MN)$, and take $|h|\le\delta$. Let $|g|\le G$ on $D_r$, and let $y$ lie in $D_{r-\sigma}$ with $\sigma=R/(2N)$. The displacement $v=\Phi_h(y)-y$ has size at most $\sigma/3$, so $\zeta\mapsto g(y+\zeta v)$ is analytic for $|\zeta|<3$. Its derivative on $|\zeta|\le1$ is at most $G/(3-1)$, so $|\Delta g(y)|\le G/2$. Starting from $|\Delta\,\mathrm{id}|\le M|h|$ and losing $\sigma$ at most $N-1$ times,
$$|\Delta^m\mathrm{id}|\le M|h|\,2^{1-m}\quad\text{on }D_{R/2},\;m\le N.$$
The sum of the first $N$ terms is at most $M|h|\sum2^{1-m}/m\le2\ln2\,M|h|$, and Cauchy's estimate on $|h|=\delta$ gives
$$|g_k|\le2\ln2\,M\,\delta^{1-k},\qquad k\le N.$$
With $N=k$ this reads $|g_k|\le2\ln2\,M\,(6Mk/R)^{k-1}$.

**Q.** Those are coefficients. I asked about the error of one step.

**A.** Let $D(h)$ be the difference between $\Phi_h(y)$ and the time-$h$ flow of $f_N=\sum_{k\le N}h^{k-1}g_k$, started at a real point $y$. Put $\epsilon=\delta/2$. For $|h|\le\epsilon$,
$$|hf_N|\le2\ln2\,M\delta\sum_{k\ge1}2^{-k}=2\ln2\,M\delta=\frac{\ln2}{3}\frac RN<\frac R2,$$
so the flow stays in $D_{R/2}$. On $|h|=\epsilon$ we have $|D|\le M\epsilon+2\ln2\,M\delta=(1+4\ln2)M\epsilon<4M\epsilon$. The two maps agree through order $h^N$, so $D/h^{N+1}$ is analytic, and the maximum principle gives
$$|D(h)|\le4M\epsilon\Big(\frac h\epsilon\Big)^{N+1}=4Mh\Big(\frac{12MNh}R\Big)^N .$$
The logarithm of the last factor is stationary in $N$ when $12MNh/R=1/e$. Take $h_0=R/(12eM)$, $h\le h_0$, and let $N$ be the integer part of $h_0/h$. The bracket is then at most $1/e$, and $N>h_0/h-1$, so
$$|D(h)|\le4eMh\,e^{-h_0/h}.$$
This is the Benettin–Giorgilli bound, with the constants of this proof.

**Q.** What is $h_0$ for the pendulum?

**A.** Take $|p|\le2$ and $R=1$. On $D_1$, $|p|\le3$ and $|\mathrm{Im}\,q|\le1$, so $|\sin q|\le\cosh1<1.55$. With $M=3.1$ we need $|h|\le1/18.6$. The position moves by at most $|h|(3+1.55|h|/2)<3.05|h|$, and the momentum by less than $2|h|$, so $M=3.1$ is allowed. Then $h_0\approx0.0099$.

**Q.** My step is $h=0.5$, far above that $h_0$. The theorem says nothing about it.

**A.** Correct; it proves an upper bound of exponential form, and only for $h\le h_0$. The actual rate can be estimated by an asymptotic argument, which is not a proof. A remainder unchanged by one step is periodic in time with period $h$, so its slowest oscillation is $e^{\pm2\pi it/h}$. If it becomes of ordinary size where the true orbit is singular, at complex time distance $\tau$, its real-time size is about $e^{-2\pi\tau/h}$.

Start at $q=0$, $p=p_0$, and put $t=is$, $q=iy$. Then $y''=\sinh y$ and $y'(0)=p_0$, so $y'^2=p_0^2+4\sinh^2(y/2)$ and
$$\tau=\int_0^\infty\frac{dy}{\sqrt{p_0^2+4\sinh^2(y/2)}}.$$
On the separatrix, $p_0=2$, this is $\int_0^\infty du/\cosh u=\pi/2$, and the exponent is $c=2\pi\tau=\pi^2$.

**Q.** Can the terms themselves confirm that?

**A.** They can support it. Near the singularity at $t_*$, $p$ grows as $(t-t_*)^{-1}$ and $V$ as $(t-t_*)^{-2}$, so a term of $H_k$ scales with exponent $-(m+2n)=-(k+2)$. This suggests $H_k\propto\Gamma(k+2)/c^{k+2}$ for large $k$, with a constant factor that the argument does not fix, and hence $H_{26}/H_{24}\approx26\cdot27/c^2$. Solving for $c$ with the computed terms gives

| $p_0$ | $2\pi\tau$ | $c$ from $H_{26}/H_{24}$ |
|---|---|---|
| 1.5 | 11.34 | 11.38 |
| 2 | 9.87 | 9.88 |
| 3 | 7.98 | 7.95 |

The rate follows the singularity as the orbit changes.

**Q.** Show me a truncation getting better and then worse.

**A.** At $h=0.8$ I compared one Verlet step with the truncated flow, integrated by an eighth-order Runge–Kutta method. The starting points were 32 equally spaced angles, each with $p=\cos(q/2)$ and $p=2\cos(q/2)$; the defect is the largest error in any component. Truncated after $h^k$, it is

| $k$ | $h^kH_k(0,2)$ | defect |
|---|---|---|
| 0 | 1.000 | 0.161 |
| 4 | 0.0364 | 0.0125 |
| 8 | 0.00533 | 0.00483 |
| 10 | 0.00382 | 0.00432 |
| 12 | 0.00385 | 0.00492 |
| 16 | 0.00925 | 0.0102 |
| 20 | 0.0567 | 0.0600 |

Successive terms are equal when $(k+2)(k+3)h^2=c^2$, or $k\approx\pi^2/0.8-2.5=9.8$, and the minimum is at $k=10$. At $k=22$ the truncated flow from at least one starting point runs away at time 0.124, before the step ends. High powers of $p$ feeding their own growth would explain this, though I have not proved that they do.

**Q.** And does the smallest defect fall as $e^{-\pi^2/h}$?

**A.** With a prefactor, yes:

| $h$ | best $k$ | smallest defect $D$ | $De^{\pi^2/h}$ |
|---|---|---|---|
| 0.45 | 20 | $7.7\times10^{-7}$ | 2570 |
| 0.5 | 18 | $5.6\times10^{-6}$ | 2100 |
| 0.6 | 14 | $1.0\times10^{-4}$ | 1460 |
| 0.7 | 12 | $9.3\times10^{-4}$ | 1230 |
| 0.8 | 10 | $4.3\times10^{-3}$ | 990 |
| 0.9 | 8 | $1.5\times10^{-2}$ | 870 |

A straight-line fit of $\ln D$ against $1/h$ gives a slope of $-8.89$, not $-9.87$.

**Q.** That is a ten per cent discrepancy. Where does it come from?

**A.** The late-term formula predicts most of it. With $x=c/h$, the smallest term is that constant factor (several hundred, judging by the table at $h=0.8$) times $h^{-2}\Gamma(x)x^{-x}\approx h^{-2}\sqrt{2\pi/x}\,e^{-x}$, proportional to $h^{-3/2}e^{-c/h}$. In order of magnitude, the defect is $h$ times a gradient of this term, and differentiating $(t-t_*)^{-(k+2)}$ brings down a factor of order $1/h$. So $D\propto h^{-3/2}e^{-\pi^2/h}$, with local slope $-\pi^2+\tfrac32h$, which runs from $-9.2$ to $-8.5$ over these steps. Halving $h$ from 0.9 to 0.45 should multiply the last column by $2^{3/2}=2.8$; it grows by 3.0.

**Q.** What does this buy me in a long simulation?

**A.** The truncated flow conserves its own Hamiltonian $\tilde H_N$. One Verlet step therefore changes $\tilde H_N$ by at most $G|D|$, where $G$ bounds the sum of the absolute values of its two partial derivatives. After $n$ steps the change is at most $nG|D|$, while the orbit stays in the region. Drift can thus remain small for a number of steps exponentially large in $1/h$.

For $h=0.5$, starting at $q=0$, $p=1.5$, the spread (maximum minus minimum) over 4000 steps is $6.1\times10^{-2}$ for $H$, $3.5\times10^{-3}$ for $H+h^2H_2$, and $1.8\times10^{-6}$ for the truncation after $h^{18}$. The visible fluctuation of $H$ is thus mostly the difference between $H$ and the quantity that Verlet nearly conserves. This run does not test the drift bound: the three spreads are the same to these digits after 400 and after 40000 steps, so no drift is seen, and on this orbit $nG|D|$ for 4000 steps is about $4\times10^{-3}$, far above $1.8\times10^{-6}$.

**Q.** May I carry that over to molecular dynamics with computed forces?

**A.** The bound carries over if the forces are gradients of one potential that is analytic in a complex neighbourhood of the region visited, and if the step is constant and below the $h_0$ that belongs to that potential. A cutoff that sets the potential to zero beyond some distance violates analyticity there, whether it has a kink or is smooth. Forces from an incompletely converged electronic calculation need not be gradients of one potential, and then the modified flow need not be Hamiltonian. In either case the proof above gives no exponentially long energy conservation.
